# Langmuir Coverage Front in a Flat Channel: Diffusion Model and Ballistic Correction

A channel 500 nm high, with a sticking probability of 0.01 on its bare walls, is exposed to a precursor for 0.1 s. A time-dependent diffusion calculation gives the coverage profile at 25, 50, 98 and 100 % of the pulse. At each of these moments the slope at half coverage, multiplied by the channel height and divided by $\sqrt{0.01}$, is 0.26913. The front moves and slows down, yet its slope does not change in the fifth digit.

This appendix derives that number, gives the depth and speed of the front, and shows how far the number can be trusted. The last point matters in use: 0.269 belongs to a particular choice of diffusivity, and a ballistic calculation for the same channel gives 0.171.

## 1. Model and conventions

The channel occupies $x>0$ between two parallel walls a distance $H$ apart. It is much wider than $H$ and long enough that the front never reaches its end. The symbols are:

- $n(x,t)$, gas density, with $n_0(t)$ its value at the entrance;
- $v$, mean molecular speed;
- $\theta(x,t)$, fraction of adsorption sites occupied, zero at the start;
- $N_0$, sites per unit wall area;
- $s_0$, sticking probability on a bare wall.

Primes denote $\partial/\partial x$. In an isotropic gas the flux onto a wall is

$$\frac{nv}{4\pi}\int_{\rm hemisphere}\cos\alpha\,d\Omega=\frac{nv}{4\pi}\,\pi=\frac{nv}{4}.$$

Irreversible Langmuir adsorption means that a molecule hitting an occupied site is re-emitted, that one hitting a free site sticks with probability $s_0$, and that nothing desorbs. The wall balance is therefore

$$N_0\frac{\partial\theta}{\partial t}=\frac{v}{4}\,n\,s_0(1-\theta). \tag{1}$$

A slice of length $dx$ has volume $H\,dx$ per unit width and loses molecules to two walls. Dividing its balance by $H\,dx$ gives

$$\frac{\partial n}{\partial t}=D\,n''-\frac{v s_0}{2H}\,n(1-\theta). \tag{2}$$

**The diffusivity.** Gas collisions are neglected, so molecules fly from wall to wall and leave in random directions with the cosine law, probability $\cos\alpha\,d\Omega/\pi$. In a long cylinder of diameter $d$ the diffusivity follows exactly. Let $\mu$ be the axial direction cosine and $\psi$ the angle, in the cross-section, between the flight and the inward normal. Then $d\Omega=d\mu\,d\psi$, the normal direction cosine is $\sqrt{1-\mu^2}\cos\psi$, and the flight length is $d\cos\psi/\sqrt{1-\mu^2}$. The mean flight length is

$$\frac{d}{\pi}\int_{-1}^{1}d\mu\int_{-\pi/2}^{\pi/2}\cos^2\psi\,d\psi=d,$$

and the mean square axial advance is

$$\langle z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi\int_{-1}^{1}\frac{\mu^2\,d\mu}{\sqrt{1-\mu^2}}=\frac{d^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac{2d^2}{3}.$$

Molecules leave a wall with speeds weighted by the flux, for which the mean of the inverse speed is $1/v$. The mean flight time is thus $d/v$. Successive advances are uncorrelated, so $D=\langle z^2\rangle/(2d/v)=vd/3$.

For the flat channel the diameter is replaced by the mean chord between the plates,

$$\int\frac{H}{\cos\alpha}\,\frac{\cos\alpha\,d\Omega}{\pi}=2H,\qquad\text{so that}\qquad D=\frac{2Hv}{3}. \tag{3}$$

This replacement is the hydraulic-diameter closure. It is an assumption, examined in Section 5.

## 2. The profile equation

Define the local dose

$$y(x,t)=\frac{s_0v}{4N_0}\int_0^t n(x,t')\,dt'. \tag{4}$$

Equation (1) reads $\partial\theta/\partial t=(1-\theta)\,\partial y/\partial t$. Hence $-\ln(1-\theta)=y$, with no constant because the walls start bare, and

$$\theta=1-e^{-y}. \tag{5}$$

By (1), the loss term in (2) equals $(2N_0/H)\,\partial\theta/\partial t$. Integrating (2) over time from an empty channel, and using (4) for $\int n\,dt'$, gives

$$n=\frac{4N_0D}{s_0v}\,y''-\frac{2N_0}{H}\,\theta .$$

Multiplication by $H/(2N_0)$ and rearrangement yield

$$w^2y''=\theta+\frac{nH}{2N_0},\qquad w^2=\frac{2HD}{s_0v}. \tag{6}$$

The last term compares the molecules in the gas with the sites on the two walls. At constant pressure its largest value is $\varepsilon=n_0H/(2N_0)$, which is $1.05\times10^{-4}$ in the example, so it is dropped. This also holds in the weakly covered tail: there $n$ and $\theta$ decay together, and for a large entrance dose $Y$ their ratio in (6) is about $\varepsilon/\sqrt{2Y}$. The approximation fails only in the first instants, when $Y$ is itself comparable with $\varepsilon$. What remains is

$$w^2y''=1-e^{-y}. \tag{7}$$

Time has disappeared. It enters only through the entrance value

$$Y(t)=\frac{s_0v}{4N_0}\int_0^t n_0(t')\,dt'. \tag{8}$$

Equation (7) does not contain $x$ explicitly either, so a larger $Y$ merely shifts the same curve deeper into the channel. In this model the front does not approach a fixed shape; it has that shape from the moment half coverage first appears, at $Y=\ln2$. The pressure history matters only through the accumulated dose. As a test, a linearly rising pressure with the same total dose as a constant one changed the final coverage nowhere by more than $5.4\times10^{-5}$.

## 3. The slope

Multiply (7) by $y'$. Both sides are then derivatives:

$$\frac{d}{dx}\left(\frac{w^2y'^2}{2}\right)=\frac{d}{dx}\left(y+e^{-y}\right).$$

Far inside the channel $y$ and $y'$ vanish, which fixes the constant of integration at $-1$:

$$w^2y'^2=2\left(y-1+e^{-y}\right). \tag{9}$$

The dose decreases with depth, so $y'$ is the negative root. From (5), $\theta'=e^{-y}y'=(1-\theta)y'$. With $y=-\ln(1-\theta)$ and $e^{-y}-1=-\theta$,

$$w|\theta'|=(1-\theta)\sqrt{2\left[-\ln(1-\theta)-\theta\right]}. \tag{10}$$

At $\theta=1/2$ the bracket is $\ln2-\tfrac12$, so

$$w|\theta'|_{1/2}=\tfrac12\sqrt{2\ln2-1}=0.31076. \tag{11}$$

This holds for any constant $D$. The closure (3) turns (6) into

$$w^2=\frac{2H}{s_0v}\cdot\frac{2Hv}{3}=\frac{4H^2}{3s_0},\qquad \frac{H}{w}=\frac{\sqrt{3s_0}}{2}. \tag{12}$$

The speed cancels, and with it temperature and molecular mass. Multiplying (11) by $H/w$,

$$\boxed{H|\theta'|_{1/2}=\frac{\sqrt{3(2\ln2-1)}}{4}\,\sqrt{s_0}=0.269\,\sqrt{s_0}} \tag{13}$$

and, solved for the sticking probability,

$$s_0=\frac{16\,(H\theta'_{1/2})^2}{3(2\ln2-1)}=13.8\,(H\theta'_{1/2})^2. \tag{14}$$

The square root expresses a competition. A molecule that has entered the bare region makes of order $1/s_0$ wall hits before it sticks, and a random walk of that many steps, each of order $H$, covers a distance of order $H/\sqrt{s_0}$. The diffusion description assumes that this distance spans many flights, that is $s_0\ll1$. Between wide plates this condition is not sufficient, as Section 5 shows.

Equations (1) and (2) were also integrated in time with the same exposure but other sticking probabilities. The coefficient came out as 0.26900 for $s_0=0.0025$ and 0.26912 for $s_0=0.04$, which confirms the square-root law within the diffusion model. The small offset at $s_0=0.0025$ comes from the closed end of the simulated channel at $200H$; in a channel of $500H$ the value is 0.26913.

**The two sides of the front.** Ahead of it $y$ is small and $y-1+e^{-y}\simeq y^2/2$. Then $wy'=-y$, and the coverage decays as $e^{-x/w}$. Behind it $e^{-y}$ is negligible and $wy'=-\sqrt{2(y-1)}$. Therefore $(\sqrt{y-1})'=y'/(2\sqrt{y-1})=-1/(\sqrt2\,w)$, and

$$y\simeq1+\frac{(x_0-x)^2}{2w^2}, \tag{15}$$

with $x_0$ independent of $x$. It moves with the front: for large $Y$, $x_0\simeq w\sqrt{2(Y-1)}\simeq x_h+0.16\,w$, where $x_h$ is the depth of half coverage. The fraction of free sites, $e^{-y}$, falls off as a Gaussian towards the entrance. The front is thus asymmetric, with a sharper shoulder on the saturated side.

## 4. Depth, speed and the travelling wave

Separating variables in (9) gives the depth of half coverage,

$$x_h=w\int_{\ln2}^{Y}\frac{dy}{\sqrt{2(y-1+e^{-y})}}. \tag{16}$$

Only the upper limit depends on time, so the speed is

$$c=\frac{dx_h}{dt}=\frac{w\,\dot Y}{\sqrt{2(Y-1+e^{-Y})}}. \tag{17}$$

For large $Y$ these tend to $x_h\simeq w\sqrt{2Y}$ and $c\simeq w\dot Y/\sqrt{2Y}$. At constant pressure $Y\propto t$, so in this limit the depth grows as $t^{1/2}$ and the speed falls as $t^{-1/2}$: the saturated region through which the gas must diffuse keeps getting longer.

The same result can be read as a travelling wave. Since $y$ depends on $x-x_h(t)$ alone, $\partial y/\partial t=-cy'$. By (4), $n=-(4N_0c/s_0v)\,y'$. Differentiating and inserting (7),

$$n'=-\frac{4N_0c}{s_0v\,w^2}\,\theta=-\frac{2N_0c}{HD}\,\theta .$$

This is conservation of molecules: the diffusive inflow $-HDn'$ through the saturated region, where $\theta=1$, fills $2N_0$ sites per unit length at speed $c$.

**Numbers.** The example has $T=573$ K, a precursor of 72 g/mol at 0.1 Torr, $N_0=4$ nm$^{-2}$, $s_0=0.01$, $H=500$ nm and a pulse of 0.1 s. These give $v=410.5$ m/s and $n_0=1.685\times10^{21}$ m$^{-3}$. Then

$$Y=\frac{0.01\times410.5\times1.685\times10^{21}\times0.1}{4\times4\times10^{18}}\simeq43.2,\qquad w=\frac{2\times0.5\ \mu{\rm m}}{\sqrt{0.03}}=5.77\ \mu{\rm m}.$$

The slope is $0.02691/(0.5\ \mu{\rm m})=0.0538\ \mu{\rm m}^{-1}$. Equation (16) puts half coverage at 52.1 µm, or 104 channel heights; the large-dose form $w\sqrt{2Y}$ gives 53.7 µm. The distance between 90 % and 10 % coverage is 19.9 µm. Near the end of the pulse the front advances at 273 µm/s. The time-dependent calculation agrees with all four results of the full formulas to the digits given.

## 5. What the closure leaves out

Between wide parallel plates, the probability that a flight advances by $z$ follows from integrating the cosine law over the transverse coordinate $u$:

$$K(z)=\int_{-\infty}^{\infty}\frac{H^2\,du}{\pi(H^2+z^2+u^2)^2}=\frac{H^2}{2(H^2+z^2)^{3/2}}. \tag{18}$$

Its tail falls as $|z|^{-3}$, so the mean square advance diverges. Counting flights up to a range $L$,

$$\int_{-L}^{L}z^2K\,dz=H^2\left[\operatorname{arsinh}\frac LH-\frac{L}{\sqrt{L^2+H^2}}\right],$$

which is $2.00\,H^2$ for $L=10H$, $4.30\,H^2$ for $100H$ and $6.60\,H^2$ for $1000H$. With a mean flight time $2H/v$, the closure corresponds to a fixed value $\langle z^2\rangle=2D(2H/v)=8H^2/3$. Without gas collisions, no constant diffusivity represents all ranges.

The ballistic problem can be solved without a diffusivity. Let $I(x,t)$ be the flux onto either wall and $I_0=n_0v/4$ the flux through the opening. Neglecting the flight time,

$$I(x)=\int_0^\infty K(x-x')\left[1-s_0(1-\theta(x'))\right]I(x')\,dx'+I_0\,p(x),\qquad p=\frac12\left(1-\frac{x}{\sqrt{H^2+x^2}}\right).$$

Here $p$ is the probability that a flight starting at $x$ would leave through the opening; by reciprocity it also gives the flux arriving from there. Integrate over time, use $s_0(1-\theta)I=N_0\,\partial\theta/\partial t$, and multiply by $s_0/N_0$. With $y=(s_0/N_0)\int I\,dt$,

$$y(x)=\int_0^\infty K(x-x')\left[y-s_0(1-e^{-y})\right]_{x'}dx'+Y\,p(x). \tag{19}$$

Here $Y$ is still given by (8); the wall dose at $x=0$ is slightly smaller, about $0.97\,Y$ in the example. For implementation, divide the channel into cells of width $\Delta$ with centres $x_i$. Take $K_{ij}$ as the integral of $K$ over a cell width centred at $x_i-x_j$, which is available in closed form because $\int K\,dz=z/(2\sqrt{H^2+z^2})$. Solve (19) by Newton iteration from $y=0$ with the Jacobian $\delta_{ij}-K_{ij}(1-s_0e^{-y_j})$. No time stepping is needed.

For the example, (19) gives a coefficient of 0.171 instead of 0.269, a factor 0.635, and a depth of 66.6 µm instead of 52.1 µm. Two tests support this difference. First, replacing $K$ by a Gaussian of variance $8H^2/3$, and taking $p$ from the same Gaussian, in the same solver returned 0.2690, so the difference comes from the flight-length law. Second, individual molecules were followed between the plates for $s_0=0.03$ and $Y=20$. They gave a depth of 44.4 $H$ against 44.9 $H$ from (19). A straight line fitted through the middle of the front gave coefficients of 0.175 and 0.178 respectively.

An estimate shows why the effect is large. At distance $z$ behind the front the dose is roughly $z^2/2w^2$, by (15), and the flight law is roughly $H^2/2z^3$. Long flights from distances between $w$ and $x_h$ therefore supply the front directly with

$$\int_w^{x_h}\frac{z^2}{2w^2}\,\frac{H^2}{2z^3}\,dz=\frac{H^2}{4w^2}\ln\frac{x_h}{w}=\frac{3s_0}{16}\ln\frac{52.1}{5.77}\simeq0.41\,s_0 .$$

This estimate drops the constant and the offset in (15) and is low: with the full profile of (7) the supply from the walls more than $w$ behind the front is about $0.65\,s_0$, and the opening adds about $0.10\,s_0$. The consumption term in (19) at half coverage is $0.5\,s_0$. The direct supply is comparable, and it extends far ahead of the front, which flattens the profile. Both terms scale with $s_0$, so a small sticking probability does not remove the effect.

The logarithm also suggests that the shape is no longer fixed as the dose grows. The solutions of (19) show this:

| $s_0$ | $Y$ | $H\lvert\theta'\rvert_{1/2}/\sqrt{s_0}$ |
|---|---|---|
| 0.1 | 20 | 0.206 |
| 0.01 | 20 | 0.183 |
| 0.001 | 20 | 0.167 |
| 0.01 | 43.2 | 0.171 |

The last row against the second shows the dose dependence. The first three rows show a second trend that the estimate does not contain: at fixed $Y$ the coefficient keeps falling as $s_0$ decreases, to 0.154 at $s_0=10^{-4}$. Its inverse square grows by about 6.2 per decade of $s_0$, close to the $13.8\times\tfrac38\times\tfrac12\ln10=6.0$ expected if the mean square advance grows as $H^2\ln(w/H)$.

If a slope produced by ballistic transport in the example is inserted in (14), the result is $s_0=0.0040$ instead of 0.01, which is 60 % too low.

Equation (18) assumes that nothing cuts the long flights, so (19) requires an unobstructed width larger than the front depth, not merely much larger than $H$. With diffusely re-emitting, adsorbing side walls and a flight law averaged over the perimeter, the coefficient in the example is about 0.24 for a width of $10H$, 0.20 for $30H$ and 0.18 for $100H$. The approach to 0.171 is slow: the value is still about 0.179 when the width equals the front depth of $133H$ and 0.175 at $300H$, which corresponds to roughly 10 % and 5 % in $s_0$.

## 6. Use for real channels

Apart from $s_0=0.01$, which is an illustrative choice, the parameters are rough typical values for alumina growth from trimethylaluminium in lateral microchannel test structures, where a measured thickness profile, divided by its saturated value, stands for $\theta$. This identification holds only if the co-reactant, such as water, saturates the walls beyond the precursor front. Real surface chemistry has more than one kind of site and step, so $s_0$ is an effective quantity. With the same exposure and $s_0=0.001$, so that $Y=4.3$, equation (19) gives a coefficient of about 0.185. Of the effects sized here, the closure moves the slope most, by $-36$ % in purely ballistic flow. In 1 Torr of nitrogen, with an assumed collision diameter of 0.5 nm, the mean free path is 40 µm. This is shorter than the front depth, so gas collisions interrupt the longest flights. A flight law with isotropic scattering after a free path of 40 µm, inserted in (19), moves the coefficient from 0.171 to about 0.19, a rise of about 10 % that leaves it far from 0.269. Fitting the collisionless (19) to such a slope overestimates $s_0$ by more than 20 %. The shift grows quickly with carrier pressure: free paths of 13 µm (3 Torr) and 4 µm (10 Torr) give coefficients of about 0.22 and 0.27. Forward persistence of the heavier precursor would make the shift smaller; an effective path of 125 µm gives 2 to 3 %.

The other neglected effects were estimated without the ballistic correction. Gas collisions, in this estimate, and film growth have a smaller influence for these numbers. For desorption and recombination the estimates give conditions under which the effect stays small:

- **Gas collisions.** Adding the resistances of wall and gas collisions, $1/D=1/D_{\rm wall}+1/D_{\rm gas}$, raises the slope by 0.4 %. This estimate does not contain the interruption of long flights just described. It can only lower $D$ below $2Hv/3$, whereas a free path of 40 µm gives $\langle z^2\rangle=4.8\,H^2$ per wall-to-wall passage, that is a long-range diffusivity of $1.2\,Hv$.
- **Film growth.** At 0.1 nm per cycle, 100 cycles narrow the channel by $2\times10/500=4$ %. At fixed entrance dose the depth is proportional to $H$, so the front recedes by 2.1 µm over the run. A thickness profile summed over cycles is smeared by that amount, to be compared with the front width of 19.9 µm.
- **Desorption.** With an assumed attempt rate of $10^{13}$ s$^{-1}$, a loss below 1 % in a 5 s cycle requires a barrier above 1.785 eV at 573 K.
- **Recombination.** Plasma radicals can also be lost on saturated walls, with probability $r$ per hit. There $Dn''=(vr/2H)n$, so the density decays over a length $2H/\sqrt{3r}$. This equals the front depth for $r=\tfrac43(H/x_h)^2=1.2\times10^{-4}$. At that value the computed depth falls from 52.1 to 50.1 µm and the coefficient is 0.2695, hardly changed. A tenfold larger $r$ shortens the decay length to 16 µm, well below the front depth, and equation (16) should then not be used.

To extract a sticking probability, equation (14) suits a comparison with other values obtained under the same closure only at similar entrance dose, channel width and carrier pressure. In ballistic flow its bias is not a fixed factor: for $s_0=0.01$ in a wide channel it returns 0.67 of the true value at $Y=3$, 0.40 at $Y=43$ and 0.33 at $Y=150$. It also depends on $s_0$ itself: at $Y=20$ the factor is 0.59, 0.46, 0.38 and 0.33 for $s_0=0.1$, $0.01$, $10^{-3}$ and $10^{-4}$, so ratios of widely different values are stretched. For a value meant to describe the surface itself, in a channel whose unobstructed width is several times the front depth and whose gas free path is at least about twice the front depth (a bias near 5 % in $s_0$ in the example), solve (19) with the known exposure $\int n_0\,dt$ and site density $N_0$, and adjust $s_0$ until the slope agrees. The entrance dose $Y$ contains $s_0$ and must be recomputed from (8) for each trial value. The depth then serves as a check on $N_0$ and the exposure. The values of the diffusion model, the table and the molecule test are collected in the numerical output below.

## Computed values

```
channel height: 500 nm; temperature: 573 K
precursor pressure: 0.10 Torr; pulse: 0.10 s
molar mass: 72 g/mol; sites: 4.0 per nm2
sticking probability s0: 0.010
mean speed: 410.5 m/s; gas density: 1.685e+21 per m3
closure diffusivity 2Hv/3: 1.368 cm2/s
front length w: 5.774 um
entrance dose Y at pulse end: 43.24 (no unit)
w*slope at half coverage: 0.31076
coefficient H*slope/sqrt(s0), formula: 0.26913
inverse square of coefficient: 13.806
  simulated coefficient at 0.25 of pulse: 0.26913
  simulated coefficient at 0.50 of pulse: 0.26913
  simulated coefficient at 0.98 of pulse: 0.26913
  simulated coefficient at 1.00 of pulse: 0.26913
  simulated coefficient for s0=0.0025: 0.26900
  simulated coefficient for s0=0.04: 0.26912
H*slope, example: 0.02691; slope: 0.05383 per um
half-coverage depth, formula: 52.13 um
half-coverage depth, simulated: 52.13 um
half-coverage depth / H, formula: 104.3
10-90 % front width, formula: 19.90 um
10-90 % front width, simulated: 19.90 um
front speed at 0.99 pulse, formula: 273.0 um/s
front speed at 0.99 pulse, simulated: 273.0 um/s
largest coverage change, ramped pressure: 5.4e-05
mean chord between plates / H: 2.0000
long cylinder D/(diameter*v): 0.33333
mean square flight / H2, range 10 H: 2.003
mean square flight / H2, range 100 H: 4.298
mean square flight / H2, range 1000 H: 6.601
coefficient, Gaussian-flight control: 0.2690
  ballistic coefficient, s0=0.1, dose 20: 0.2059
  ballistic coefficient, s0=0.01, dose 20: 0.1829
  ballistic coefficient, s0=0.001, dose 20: 0.1665
ballistic coefficient, example dose: 0.1710
ballistic / formula coefficient: 0.635
ballistic half-coverage depth: 66.57 um
s0 read from ballistic slope by the formula: 0.00404
molecule test, s0=0.03, dose 20, line fit to front:
  depth/H: molecules 44.43, flight balance 44.93
  coefficient: molecules 0.1754, balance 0.1780
gas storage ratio n0*H/(2*N0): 1.05e-04
carrier pressure: 1.0 Torr; collision diameter: 0.5 nm
mean free path in carrier gas: 40.0 um
slope rise from gas collisions, closure: 0.40 %
film growth: 0.1 nm/cycle; cycles: 100
channel narrowing: 4.0 %; front shift: 2.09 um
cycle time: 5.0 s; attempt rate: 1e+13 per s
desorption barrier for 1 % loss per cycle: 1.78 eV
recombination probability (4/3)(H/depth)^2: 1.23e-04
half-coverage depth with it: 50.05 um
coefficient with it: 0.2695
```
